# Two-Body Truncation of Emitter–Mode Dynamics: Correct Decay, Negative Photon Numbers

Consider a two-level emitter of frequency $\omega_0$, excited at $t=0$, and several empty field modes that all have the same frequency $\omega_0$. If mode $k$ couples with real strength $g_k$, the emitter sees the single combination $b=\sum_k g_ka_k/G$, with $G^2=\sum_k g_k^2$ and $[b,b^\dagger]=1$. The orthogonal combinations decouple and stay empty. With $\hbar=1$ and in the rotating-wave approximation,

$$H=\omega_0(s^+s^-+b^\dagger b)+G(s^+b+s^-b^\dagger).$$

Here $s^-$ lowers the emitter and $\sigma_z=s^+s^--s^-s^+$. From $\dot O=i[H,O]$ and $[s^-,s^+]=-\sigma_z$,

$$\dot b=-i\omega_0b-iGs^-,\qquad \dot s^+=i\omega_0s^+-iG\sigma_zb^\dagger .$$

Let $P=\langle s^+s^-\rangle$, $n=\langle b^\dagger b\rangle$ and $\langle s^+b\rangle=-i\alpha$. The product rule gives

$$\dot P=-2G\alpha,\qquad \dot n=2G\alpha,\qquad \dot\alpha=G\left[P+\langle\sigma_zb^\dagger b\rangle\right],$$

where $\alpha$ is real because it starts at zero with a real source. The last average contains three operators. In the true state there is one excitation, so a photon is present only when the emitter is in its ground state, and $\langle\sigma_zb^\dagger b\rangle=-n$. With $n=1-P$ this gives $\ddot P=-2G^2(2P-1)$ and the Rabi oscillation $P=\cos^2Gt$.

A hierarchy truncated at two-body correlations does not know this. Let each emitter operator and each $a$ or $a^\dagger$ count as one body, and drop connected averages of three. Then $\langle\sigma_zb^\dagger b\rangle$ becomes $\langle\sigma_z\rangle n=(2P-1)(1-P)$, and

$$\ddot P=-2G^2\left[P+(2P-1)(1-P)\right]=-2G^2(4P-2P^2-1).$$

Multiplying by $\dot P$ and integrating from $P=1$, $\dot P=0$, gives

$$\dot P^2=\tfrac{4}{3}G^2(P-1)(2P^2-4P-1).$$

The population starts downward, since $\ddot P=-2G^2$ at $P=1$. It turns at the next root, $P=1-\sqrt{3/2}\approx-0.2247$. The emitter has acquired a negative probability, while $P+n=1$ still holds. Direct integration with five unequal couplings reaches the same minimum.

The convention for a "body" matters here. A hierarchy built from density matrices labelled by mode keeps the joint state of the emitter and one mode intact, and is exact for a single mode. The results below belong to the operator convention, with equal mode labels treated like unequal ones. In a dense band the equal-label terms carry little weight: giving them their exact values in the 241-mode band below moves the extreme photon eigenvalues at $\Gamma t=1$ only from $0.785$ and $-0.105$ to $0.779$ and $-0.106$.

Now let the modes have different frequencies $\omega_k$:

$$H=\omega_0s^+s^-+\sum_k\omega_ka_k^\dagger a_k+\sum_kg_k(s^+a_k+s^-a_k^\dagger).$$

Write $d_k=\omega_k-\omega_0$, $A_k=\langle s^+a_k\rangle$ and $N_{kl}=\langle a_k^\dagger a_l\rangle$. The operator equations are those above with a sum over modes, so

$$\dot P=2\sum_kg_k\,\mathrm{Im}A_k,$$

$$\dot A_k=-id_kA_k-ig_kP-i\sum_lg_l\langle\sigma_za_l^\dagger a_k\rangle,$$

$$\dot N_{kl}=i(d_k-d_l)N_{kl}+ig_kA_l-ig_lA_k^*.$$

These are exact. The Hamiltonian conserves the excitation number, and the initial state has a definite number, so averages that change it, such as $\langle a_k\rangle$, $\langle s^-\rangle$ and $\langle\sigma_za_k\rangle$, vanish. They also stay zero after truncation, because every product in their equations contains at least one factor of the same kind. The cumulant expansion of the three-operator average therefore has one surviving disconnected term, and the closure is

$$\langle\sigma_za_l^\dagger a_k\rangle\;\to\;s\,N_{lk},\qquad s=2P-1.$$

Truncating one order earlier would replace $A_k$ by $\langle s^+\rangle\langle a_k\rangle=0$. The excited emitter would then never decay, so in this description the pair correlation $A_k$ carries the whole of spontaneous emission. The size of what is now discarded follows from the exact value $-N_{lk}$:

$$-N_{lk}-(2P-1)N_{lk}=-2P\,N_{lk}.$$

It contains no small coupling beyond that already in $N_{lk}$, so in powers of the coupling it is of the same order as the term kept. Early in the decay, where $P$ is close to 1, it is about twice as large in magnitude; it becomes relatively small only when $P$ is small.

Energy conservation survives. The truncated energy is

$$E=\omega_0P+\sum_k\omega_kN_{kk}+2\sum_kg_k\,\mathrm{Re}A_k.$$

The diagonal photon equation is $\dot N_{kk}=ig_k(A_k-A_k^*)=-2g_k\mathrm{Im}A_k$. Also $\mathrm{Re}(-id_kA_k)=d_k\,\mathrm{Im}A_k$, and $-ig_kP$ has no real part. Hence

$$\dot E=2\sum_kg_k(\omega_0-\omega_k+d_k)\,\mathrm{Im}A_k+2\,\mathrm{Re}\Big[-is\sum_{kl}g_kg_lN_{lk}\Big]=0.$$

The first bracket vanishes by the definition of $d_k$. The double sum is real because $N$ is Hermitian, so the second term vanishes for any real $s$. In the same way $P+\mathrm{tr}N$ is constant. Both laws hold for an arbitrary set of modes, and neither depends on whether the closure is accurate. For a bath of four irregularly spaced modes, with $\omega_0=10$ in model units, the computed energy drifts by about $4\times10^{-13}$ while the interaction energy reaches $0.33$ in magnitude.

To find the decay law, the truncated equations can be rewritten without further approximation in terms of a function of two times, $K(t,t')$, with $K(t',t)=K^*(t,t')$. Set

$$A_k(t)=-ig_k\int_0^tdt'\,e^{-id_k(t-t')}K(t,t'),$$

$$N_{kl}(t)=g_kg_l\int_0^tdt_1\int_0^tdt_2\,e^{id_k(t-t_1)-id_l(t-t_2)}K(t_1,t_2).$$

In the full theory $K$ would be the emitter correlation $\langle s^+(t)s^-(t')\rangle$ with its optical phase removed. Here it is defined by the equations it must obey. Differentiating $N_{kl}$ gives the phase term plus two endpoint terms. The endpoint $t_1=t$ contributes

$$g_kg_l\int_0^tdt_2\,e^{-id_l(t-t_2)}K(t,t_2)=ig_kA_l,$$

and the endpoint $t_2=t$ contributes the Hermitian counterpart $-ig_lA_k^*$. The photon equation is thus satisfied for any $K$. For $A_k$, the endpoint gives $-ig_kK(t,t)$, which requires $K(t,t)=P(t)$. The remaining term must equal $-is\sum_lg_lN_{lk}$. With the bath function $J(u)=\sum_kg_k^2e^{id_ku}$,

$$\sum_lg_lN_{lk}=g_k\int_0^tdt'\,e^{-id_k(t-t')}\int_0^tdt_1\,J(t-t_1)K(t_1,t').$$

Matching the integrands, for $t>t'$,

$$\frac{\partial K(t,t')}{\partial t}=s(t)\int_0^tdt_1\,J(t-t_1)K(t_1,t'),$$

while the population equation becomes

$$\dot P=-2\,\mathrm{Re}\int_0^tdt'\,J^*(t-t')K(t,t').$$

The closure factor $s$ appears in the first of these and not in the second. For the four-mode bath the two formulations agree to about $4\times10^{-6}$ in $P$, $A_k$ and $N_{kl}$.

Now take equal couplings $g$ and closely spaced modes, separated by $\delta$, in a wide band centred on the emitter. The centring removes the frequency shift, and the time must stay below the recurrence time $2\pi/\delta$. Then

$$J(u)\to\frac{g^2}{\delta}\int d\omega\,e^{i\omega u}=\Gamma\,\delta(u),\qquad \Gamma=\frac{2\pi g^2}{\delta},$$

where $\delta(u)$ is the Dirac function. In both equations its peak sits at the end of the integration range, so half its weight counts:

$$\dot P=-\Gamma P,\qquad \frac{\partial K}{\partial t}=\frac{\Gamma}{2}\,s(t)\,K(t,t').$$

Hence $P=e^{-\Gamma t}$, with the golden-rule rate. The population needs $K$ at nearly equal times alone, where it is fixed to $P$, and the closure has no time to act within the memory of the bath. In the opening example the bath function does not decay at all, and there the population itself went wrong.

The damage shows in $K$ at unequal times. The true value $s=-1$ would damp the dipole correlation at rate $\Gamma/2$. The truncated $s=2P-1$ makes it grow while $P>1/2$. For $t>t'$, with $x=e^{-\Gamma t}$ and $x'=e^{-\Gamma t'}$,

$$K=x'\exp\left[\frac{\Gamma}{2}\int_{t'}^t(2e^{-\Gamma u}-1)\,du\right]=x'\,e^{x'-x}\sqrt{x/x'} .$$

Since $x'>x$, and with the Hermitian extension to $t<t'$, this is

$$K(t,t')=\sqrt{xx'}\;e^{|x-x'|}.$$

A genuine correlation function obeys $|K(t,t')|^2\le P(t)P(t')=xx'$. The truncated one breaks this inequality for every pair of unequal times, by the factor $e^{2|x-x'|}$. With $s=-1$ one would have $K=\sqrt{xx'}$, which saturates it.

This violation passes to the photons. For any coefficients $c_k$, the average $\sum_{kl}c_k^*c_lN_{kl}$ is the expected value of $B^\dagger B$ with $B=\sum_kc_ka_k$, and must not be negative. Write the double integral for $N$ as $N=UKU^\dagger$, with $U_k(t_1)=g_ke^{id_k(t-t_1)}$. In the continuum $U^\dagger U=J(t_1-t_2)=\Gamma\delta(t_1-t_2)$. If $\Gamma K\varphi=\lambda\varphi$ on the interval $[0,t]$, then

$$N(U\varphi)=UK(U^\dagger U)\varphi=\Gamma UK\varphi=\lambda\,U\varphi,$$

so the nonzero eigenvalues of $N$ are those of $\Gamma K$. Substituting $\varphi=\sqrt x\,f(x)$ and $\Gamma\,dt'=dx'/x'$, up to orientation, leaves

$$\int_{1-L}^{1}e^{|x-x'|}f(x')\,dx'=\lambda f(x),\qquad L=1-e^{-\Gamma t}.$$

The first derivative of the kernel jumps by 2 at $x=x'$, so two differentiations give $\lambda f''=\lambda f+2f$, or

$$f''=\left(1+\frac2\lambda\right)f .$$

The once-differentiated equation, taken at the ends, gives $f'=f$ at $x=1$ and $f'=-f$ at $x=1-L$. About the midpoint the solutions are even or odd. If $1+2/\lambda=\kappa^2>0$, the even solution is a hyperbolic cosine with

$$\kappa\tanh(\kappa L/2)=1,\qquad \lambda_+=\frac{2}{\kappa^2-1}.$$

There is one such root, and it has $\kappa>1$ because $\tanh<1$, so $\lambda_+$ is positive. The odd hyperbolic solution would need $\kappa\coth(\kappa L/2)=1$, but the left side is at least $2/L>1$. The constant and linear solutions at $\kappa=0$ fail the end conditions as well. All other eigenfunctions therefore oscillate, with $1+2/\lambda=-q^2$ and

$$\lambda=-\frac{2}{1+q^2},\qquad q\cot(qL/2)=1\ \text{ (odd)}\quad\text{or}\quad q\tan(qL/2)=-1\ \text{ (even)}.$$

There are infinitely many of them, and all are negative. In this continuum limit the photon matrix thus loses positivity at every $t>0$. At early times the smallest root tends to $q=\pi/L$ and $L\approx\Gamma t$, so the lowest eigenvalue begins as $-2(\Gamma t)^2/\pi^2$. In a finite band this holds only for times long compared with the inverse bandwidth; for the band of width $84\,\Gamma$ below, the lowest eigenvalue at $\Gamma t=0.05$ is $-2\times10^{-5}$ rather than $-5\times10^{-4}$. The eigenvalues depend on $\Gamma t$ alone. Weakening the coupling delays the failure in laboratory time but does not reduce it at a given stage of the decay. The exact photon matrix has one nonzero eigenvalue, equal to $L$: one photon wave packet, occupied with probability $1-P$.

A finite band shows how closely this limit is approached. Take 241 modes with spacing $0.35\,\Gamma$, a full width of $84\,\Gamma$. The golden rule requires

$$g=\sqrt{\frac{\Gamma\delta}{2\pi}}=\Gamma\sqrt{\frac{0.35}{2\pi}}=0.236\,\Gamma,$$

and the recurrence time is $2\pi/(0.35\,\Gamma)\approx18/\Gamma$. At $\Gamma t=1$ the truncated equations give $P=0.367$, exact diagonalization of the same band gives $0.370$, and $e^{-1}=0.368$. The largest absolute departure of the truncated population from the exponential is $0.019$. It is $0.037$ for a band of half the width, consistent with a departure inversely proportional to bandwidth. It occurs in the initial transient, near $\Gamma t=0.04$ for the full band, and the exact dynamics departs by nearly the same amounts, $0.020$ and $0.038$, so it comes from the finite band and not from the closure.

The extreme eigenvalues of the photon matrix, in photons, are:

| $\Gamma t$ | band, highest | band, lowest | continuum, highest | continuum, lowest |
|---|---|---|---|---|
| 1 | 0.785 | −0.105 | 0.791 | −0.106 |
| 2 | 1.180 | −0.220 | 1.185 | −0.219 |
| 12 | 1.441 | −0.312 | 1.447 | −0.311 |

For $\hbar\Gamma=1$ meV the lifetime is $0.658$ ps, and by then one wave packet already holds about $-0.1$ photon. At late times the favoured packet holds $1.45$ photons although one excitation was available. Conservation of $P+\mathrm{tr}N$ is met by cancellation: in the continuum the three leading eigenvalues sum to $1.447-0.311-0.055=1.081$, and the remaining negative ones bring the total down to 1.

The emitted spectrum is distorted too. As $t\to\infty$, put $\tau=t_1-t_2$ and $y=1-e^{-\Gamma\tau}$ in $N_{kk}$. The integral over the earlier time is $\int_0^\infty dt'\,x'e^{x'y}=(e^y-1)/(\Gamma y)$, so

$$\frac{N_{kk}}{g^2}=\frac2\Gamma\int_0^\infty d\tau\,\cos(d_k\tau)\,F(\Gamma\tau),\qquad F=e^{-\Gamma\tau/2}\,\frac{e^y-1}{y}.$$

Replacing the fraction by 1 gives the exact Lorentzian $1/(d_k^2+\Gamma^2/4)$. With $u=\Gamma\tau$, expansion of $y=u-u^2/2+u^3/6-\dots$ gives

$$\frac{e^y-1}{y}=1+\frac u2-\frac{u^2}{12}-\frac{u^3}{24}+\dots,\qquad F=1-\frac{5u^2}{24}+\frac{u^3}{24}+\dots$$

The linear term has cancelled. Repeated integration by parts turns $F'(0)$ into a tail in $d_k^{-2}$ and $F'''(0)=1/4$ into one in $d_k^{-4}$. The Lorentzian wing is therefore absent, and in the continuum at infinite time the tail is $\Gamma^2/(2d_k^4)$. So small a tail is overtaken by corrections in a finite band at finite time: in the 241-mode band at $\Gamma t=12$, $N_{kk}/g^2$ is negative at detunings of $10.5$, $21$ and $35\,\Gamma$, roughly $-0.02/d_k^2$. At line centre the truncated continuum gives $N_{kk}/g^2=5.78/\Gamma^2$ instead of $4/\Gamma^2$, and at a detuning of $2.10\,\Gamma$ it gives $0.053/\Gamma^2$ instead of $0.215/\Gamma^2$. The line is too high at the centre and too weak in the wings, even though the population decays at the right rate.

During the decay, negativity can appear without any search for a special wave packet. At $\Gamma t=1$ the single mode detuned by $6.30\,\Gamma$ has a mean photon number of $-0.0024$ in the band, against $-0.0023$ from the continuum kernel. The value is small, but its sign is already impossible.

Within this model, then, a correct decay curve and a constant energy do not certify the truncated state. The eigenvalues of $N$ are a direct check, since a negative one rules out any physical state with those photon correlations. Their absence would not prove the state valid, because $N$ contains only part of it. The numerical output gives the remaining values for the finite band and the small bath.

## Computed values

```
modes in band: 241
mode spacing: 0.35 Gamma
full bandwidth: 84.0 Gamma
coupling per mode g: 0.23602 Gamma
recurrence time: 17.95 /Gamma
populations (dimensionless): truncated, exact in same band, golden rule
 Gamma t=1: 0.36665 0.37045 0.36788
 Gamma t=2: 0.13362 0.13536 0.13534
 Gamma t=4: 0.01774 0.01803 0.01832
largest |P - exp(-Gamma t)|, wide band: 0.01918
largest |P - exp(-Gamma t)|, half band: 0.03690
photon-matrix eigenvalues (photons): band max, min; continuum max, min
 Gamma t=1: 0.7851 -0.1049; 0.7914 -0.1056
 Gamma t=2: 1.1801 -0.2196; 1.1848 -0.2187
 Gamma t=12: 1.4406 -0.3119; 1.4471 -0.3108
infinite-time continuum eigenvalues: 1.44708 -0.31084 -0.05494
summed eigenvalue error, wide and half band: 0.0076 0.0153
early negative eigenvalue / quadratic law at L=0.001: 1.00041
late spectrum n/g^2 (1/Gamma^2): band, truncated continuum, exact Lorentzian
 detuning 0.00 Gamma: 5.7323 5.7810 4.0000
 detuning 1.05 Gamma: 0.5764 0.5777 0.7394
 detuning 2.10 Gamma: 0.0505 0.0534 0.2146
spectral tail (n/g^2) d^4 at d=40 Gamma: 0.5021 Gamma^2
bare-mode detuning: 6.30 Gamma
bare-mode photons at Gamma t=1, band: -0.002376
bare-mode photons at Gamma t=1, continuum kernel: -0.002310
small-bath detunings (model units): -1.7 -0.4 0.6 2.3
small-bath couplings (model units): 0.35 0.5 0.25 0.6
small-bath emitter frequency, end time: 10.0, 2.0 model units
small-bath largest energy drift: 4.0e-13 model units
small-bath largest |interaction energy|: 0.3339 model units
two-time rewriting, largest discrepancy: 4.3e-06
degenerate modes, minimum population: -0.224745
degenerate formula 1-sqrt(3/2): -0.224745
lifetime for hbar Gamma = 1.0 meV: 0.6582 ps
```
